# Does Pauli blocking reduce elastic impurity scattering in a degenerate gas?: test program

```python
"""Pauli blocking and elastic impurity scattering.

Result under test: for a symmetric elastic rate W(k,k') = W(k',k),
  sum_k' [W f'(1-f) - W f(1-f')] = sum_k' W (f' - f),
so blocking changes the gross flows but not the relaxation rate.
f, f' are occupations of k, k'. Hartree atomic units throughout.
Impurity potential Z exp(-kappa r)/r, impurity density n_imp, Born rates.
tau_q: lifetime of a single state; tau_tr: momentum relaxation time.
Also tested: exact Fock-space evolution, skew rates, and a boson bath.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.special import expit

mu, kT, Z, kappa, n_imp = 0.125, 0.005, 0.1, 1.0, 1.0e-3
k_mu = np.sqrt(2 * mu)

# ---------- closed forms for the two rates ----------
def rate_single(k):
    return 16 * np.pi * n_imp * Z**2 * k / (kappa**2 * (kappa**2 + 4 * k**2))

def rate_transport(k):
    beta = 4 * k**2 / kappa**2
    return 2 * np.pi * n_imp * Z**2 / k**3 * (np.log1p(beta) - beta / (1 + beta))

# ---------- golden-rule ingredients checked from their definitions ----------
def potential_q(q2):
    return 4 * np.pi * Z / (q2 + kappa**2)

q_test = 0.7
radial = quad(lambda r: Z * np.exp(-kappa * r), 0, np.inf,
              weight='sin', wvar=q_test)[0]
assert abs(4 * np.pi / q_test * radial / potential_q(q_test**2) - 1) < 1e-6

# Energy delta function replaced by a narrow Gaussian: shell factor is k/pi.
width = 1e-3
def broadened(k):
    delta = np.exp(-0.5 * ((k**2 / 2 - mu) / width)**2)
    return k**2 / (2 * np.pi**2) * 2 * np.pi * delta / (width * np.sqrt(2 * np.pi))
shell_factor = quad(broadened, k_mu - 0.02, k_mu + 0.02, points=[k_mu])[0]
assert abs(shell_factor / (k_mu / np.pi) - 1) < 1e-4  # finite Gaussian width

# ---------- blocked collision integral on a spherical energy shell ----------
n_theta, n_phi = 12, 24
cos_t, w_t = np.polynomial.legendre.leggauss(n_theta)
phi = 2 * np.pi * np.arange(n_phi) / n_phi
ct, ph = [a.ravel() for a in np.meshgrid(cos_t, phi, indexing='ij')]
st = np.sqrt(1 - ct**2)
dirs = np.column_stack([st * np.cos(ph), st * np.sin(ph), ct])
weight = np.repeat(w_t, n_phi) / (2 * n_phi)      # average over directions
cos_between = dirs @ dirs.T

def shell_rates(k):
    q2 = 2 * k**2 * (1 - cos_between)
    return n_imp * k / np.pi * potential_q(q2)**2 * weight[None, :]

def gain(f_here, f_shell, rates):
    return (1 - f_here) * (rates @ f_shell)

def loss(f_here, f_shell, rates):
    return f_here * (rates @ (1 - f_shell))

def blocked_collision(f, rates):
    return gain(f, f, rates) - loss(f, f, rates)

rates_mu = shell_rates(k_mu)
inv_tau_q, inv_tau_tr = rate_single(k_mu), rate_transport(k_mu)
sum_q = rates_mu[0].sum()
sum_tr = (rates_mu[0] * (1 - cos_between[0])).sum()
assert abs(sum_q / inv_tau_q - 1) < 1e-9
assert abs(sum_tr / inv_tau_tr - 1) < 1e-9

# Excess in one state only: response of loss and gain, taken separately.
single_state = []
step = 0.01
for f0 in (0.1, 0.5, 0.9):
    background = np.full(len(ct), f0)
    d_loss = (loss(f0 + step, background, rates_mu)[0]
              - loss(f0 - step, background, rates_mu)[0]) / (2 * step)
    d_gain = (gain(f0 + step, background, rates_mu)[0]
              - gain(f0 - step, background, rates_mu)[0]) / (2 * step)
    assert abs(d_loss / inv_tau_q - (1 - f0)) < 1e-8
    assert abs(-d_gain / inv_tau_q - f0) < 1e-8
    single_state.append((f0, d_loss / inv_tau_q, -d_gain / inv_tau_q,
                         (d_loss - d_gain) / inv_tau_q))

# Large-amplitude evolution with all blocking factors kept.
x, y, z = dirs.T
f_start = expit(3 * z + 2 * x * y + x)
linear_start = rates_mu @ f_start - f_start * rates_mu.sum(axis=1)
assert np.max(np.abs(blocked_collision(f_start, rates_mu) - linear_start)) < 1e-14
run = solve_ivp(lambda t, f: blocked_collision(f, rates_mu),
                (0, 1 / inv_tau_tr), f_start, method='DOP853',
                rtol=1e-10, atol=1e-12)
assert run.success
f_end = run.y[:, -1]
moment_ratio = np.sum(weight * z * f_end) / np.sum(weight * z * f_start)
assert abs(moment_ratio - np.exp(-1)) < 1e-7
assert abs(np.sum(weight * (f_end - f_start))) < 1e-9
gross_fraction = (np.sum(weight * loss(f_start, f_start, rates_mu))
                  / (inv_tau_q * np.sum(weight * f_start)))

# ---------- conductivity: blocked integral, closed form, mistaken rate ----------
nodes, node_w = np.polynomial.legendre.leggauss(200)

def blocked_momentum_rate(k, f0):
    # The functional is quadratic, so a central difference is exact for any step.
    rates = shell_rates(k)
    up = blocked_collision(f0 + step * z, rates)
    down = blocked_collision(f0 - step * z, rates)
    return -3 * np.sum(weight * z * (up - down)) / (2 * step)

def conductivities(temp):
    top = mu + 30 * temp
    energy, w = top * (nodes + 1) / 2, top * node_w / 2
    k = np.sqrt(2 * energy)
    f0 = expit((mu - energy) / temp)
    hole = expit((energy - mu) / temp)
    window = f0 * hole / temp
    pref = w * k**3 / (3 * np.pi**2)
    from_blocked = np.array([blocked_momentum_rate(a, b) for a, b in zip(k, f0)])
    return (np.sum(pref * window / from_blocked),
            np.sum(pref * window / rate_transport(k)),
            np.sum(pref * window / (hole * rate_transport(k))))

sig_blocked, sig_closed, sig_wrong = conductivities(kT)
sig_blocked_half, sig_closed_half, sig_wrong_half = conductivities(kT / 2)
assert abs(sig_blocked / sig_closed - 1) < 1e-7
assert abs(sig_blocked_half / sig_closed_half - 1) < 1e-7
sig_zero = k_mu**3 / (3 * np.pi**2 * inv_tau_tr)
assert abs(sig_closed / sig_zero - 1) < 0.02          # thermal correction only
assert abs(sig_wrong_half / sig_wrong / 2 - 1) < 0.02  # grows as 1/T

# ---------- exact many-fermion evolution on a three-state ring ----------
hop_phase, hop_time = np.pi / 6, 0.5    # hop_time = hopping strength * time
one_body = np.zeros((3, 3), complex)
for j in range(3):
    one_body[(j + 1) % 3, j] += np.exp(1j * hop_phase)
    one_body[j, (j + 1) % 3] += np.exp(-1j * hop_phase)

def probabilities(t):                  # element [to, from]
    return np.abs(expm(-1j * one_body * t))**2

def kron_all(factors):
    out = np.eye(1)
    for factor in factors:
        out = np.kron(out, factor)
    return out

lower, sign, unit = np.array([[0, 1], [0, 0]]), np.diag([1, -1]), np.eye(2)
annih = [kron_all([sign] * j + [lower] + [unit] * (2 - j)) for j in range(3)]
many_body = sum(one_body[i, j] * annih[i].T @ annih[j]
                for i in range(3) for j in range(3))
occ = np.array([0.9, 0.5, 0.2])
rho = kron_all([np.diag([1 - p, p]) for p in occ])
evolve = expm(-1j * many_body * hop_time)
rho_t = evolve @ rho @ evolve.conj().T
occ_fock = np.array([np.trace(rho_t @ a.T @ a).real for a in annih])
prob = probabilities(hop_time)
occ_linear = prob @ occ
occ_blocked = occ + (1 - occ) * (prob @ occ) - occ * (prob.T @ (1 - occ))
assert np.max(np.abs(occ_fock - occ_linear)) < 1e-12
assert np.max(np.abs(occ_fock - occ_blocked)) > 0.01
assert np.allclose(prob.sum(axis=0), 1) and np.allclose(prob.sum(axis=1), 1)
short = probabilities(0.01)
asym_short = abs(short[1, 0] - short[0, 1]) / (short[1, 0] + short[0, 1])
asym_long = abs(prob[1, 0] - prob[0, 1]) / (prob[1, 0] + prob[0, 1])
assert abs(asym_short / 0.01 - 1) < 0.02   # symmetric at lowest order in time

# ---------- skew rate on a ring of directions: false factor 1 - 2 f0 ----------
angle = 2 * np.pi * np.arange(48) / 48
turn = angle[None, :] - angle[:, None]             # [from, to]
skew_rate = (1 + 0.2 * np.sin(turn)) / len(angle)
f_mean = 0.3

def skew_component(amplitude, with_blocking):
    f = f_mean + amplitude * np.cos(angle)
    if with_blocking:
        c = (1 - f) * (skew_rate.T @ f) - f * (skew_rate @ (1 - f))
    else:
        c = skew_rate.T @ f - f * skew_rate.sum(axis=1)
    return 2 * np.mean(c * np.sin(angle))

slope = [(skew_component(step, b) - skew_component(-step, b)) / (2 * step)
         for b in (True, False)]
skew_factor = slope[0] / slope[1]
assert abs(skew_factor - (1 - 2 * f_mean)) < 1e-10
skew_average = quad(lambda u: expit(u) * expit(-u) * (1 - 2 * expit(-u)), -40, 40)[0]
assert abs(skew_average) < 1e-10

# ---------- inelastic contrast: levels mu - kT and mu + kT, boson bath ----------
f_low, f_up = expit(1.0), expit(-1.0)
n_bose = 1 / np.expm1(2.0)

def upper_change(f_upper, with_blocking=True):     # in units of the coupling rate
    if with_blocking:
        return n_bose * f_low * (1 - f_upper) - (n_bose + 1) * f_upper * (1 - f_low)
    return n_bose * f_low - (n_bose + 1) * f_upper

decay_inelastic = -(upper_change(f_up + step) - upper_change(f_up - step)) / (2 * step)
decay_unblocked = -(upper_change(f_up + step, False)
                    - upper_change(f_up - step, False)) / (2 * step)
assert abs(upper_change(f_up)) < 1e-12
assert abs(upper_change(f_up, False)) > 0.1
assert abs(decay_inelastic - (n_bose + 1 - f_low)) < 1e-10
assert abs(decay_inelastic - (n_bose + 1) * (1 - f_low) / (1 - f_up)) < 1e-10

# ---------- output ----------
hartree = const.physical_constants['Hartree energy'][0]
bohr = const.physical_constants['Bohr radius'][0]
time_fs = const.hbar / hartree * 1e15
rho_unit = const.hbar * bohr / const.e**2 * 1e8    # micro-ohm cm
print(f"chemical potential mu = {mu:.3f} hartree")
print(f"thermal energy kT = {kT:.4f} hartree = {kT*hartree/const.k:.0f} K")
print(f"impurity strength Z = {Z:.2f} (charge units)")
print(f"inverse screening length kappa = {kappa:.2f} 1/bohr")
print(f"impurity density = {n_imp:.4f} 1/bohr^3")
print(f"wave number at E=mu: {k_mu:.3f} 1/bohr")
print(f"1/tau_q shell sum = {sum_q:.6e}, closed form = {inv_tau_q:.6e} a.u.")
print(f"1/tau_tr shell sum = {sum_tr:.6e}, closed form = {inv_tau_tr:.6e} a.u.")
print(f"tau_q = {1/inv_tau_q:.1f} a.u. = {time_fs/inv_tau_q:.1f} fs")
print(f"tau_tr = {1/inv_tau_tr:.1f} a.u. = {time_fs/inv_tau_tr:.1f} fs")
print(f"transport mean free path at E=mu = {k_mu/inv_tau_tr:.0f} bohr")
print("single-state excess, rates in units of 1/tau_q:")
for f0, a, b, total in single_state:
    print(f"  f0={f0:.1f}: extra loss {a:.3f}, reduced gain {b:.3f}, sum {total:.3f}")
print(f"anisotropic start: f from {f_start.min():.3f} to {f_start.max():.3f}")
print(f"blocked/unblocked gross outflow at start = {gross_fraction:.4f}")
print(f"l=1 moment ratio after tau_tr, blocked equation = {moment_ratio:.6f}")
print(f"exp(-1) = {np.exp(-1):.6f}")
print(f"conductivity, blocked integral, kT: {sig_blocked:.4f} a.u.")
print(f"conductivity, closed-form rate, kT: {sig_closed:.4f} a.u.")
print(f"conductivity, closed-form rate, kT/2: {sig_closed_half:.4f} a.u.")
print(f"conductivity, zero-temperature limit: {sig_zero:.4f} a.u.")
print(f"resistivity at kT = {1/sig_closed:.5f} a.u. = {rho_unit/sig_closed:.4f} micro-ohm cm")
print(f"mistaken conductivity, kT: {sig_wrong:.2f} a.u.")
print(f"mistaken conductivity, kT/2: {sig_wrong_half:.2f} a.u.")
print(f"mistaken/correct: {sig_wrong/sig_closed:.2f} at kT, "
      f"{sig_wrong_half/sig_closed_half:.2f} at kT/2")
print(f"ring: hopping phase = {hop_phase:.4f} rad, hopping*time = {hop_time:.2f}")
print(f"ring probabilities: 1->2 {prob[1,0]:.4f}, 2->1 {prob[0,1]:.4f}")
print(f"relative asymmetry: {asym_long:.4f}; at hopping*time 0.01: {asym_short:.5f}")
for label, values in (("initial", occ), ("exact Fock space", occ_fock),
                      ("linear law", occ_linear), ("blocked law", occ_blocked)):
    print(f"ring occupations, {label}: " + ", ".join(f"{v:.4f}" for v in values))
print(f"skew term blocked/linear at f0={f_mean:.1f}: {skew_factor:.3f}")
print(f"thermal average of 1-2f0 = {abs(skew_average):.3f}")
print(f"boson bath: n = {n_bose:.4f}, f_low = {f_low:.4f}, f_up = {f_up:.4f}")
print(f"upper-level decay with blocking = {decay_inelastic:.4f} Gamma")
print(f"upper-level decay without blocking = {decay_unblocked:.4f} Gamma")
print(f"df_up/dt at equilibrium without blocking = {upper_change(f_up, False):.4f} Gamma")
print("tests ok")
```

Output:

```
chemical potential mu = 0.125 hartree
thermal energy kT = 0.0050 hartree = 1579 K
impurity strength Z = 0.10 (charge units)
inverse screening length kappa = 1.00 1/bohr
impurity density = 0.0010 1/bohr^3
wave number at E=mu: 0.500 1/bohr
1/tau_q shell sum = 1.256637e-04, closed form = 1.256637e-04 a.u.
1/tau_tr shell sum = 9.708636e-05, closed form = 9.708636e-05 a.u.
tau_q = 7957.7 a.u. = 192.5 fs
tau_tr = 10300.1 a.u. = 249.1 fs
transport mean free path at E=mu = 5150 bohr
single-state excess, rates in units of 1/tau_q:
  f0=0.1: extra loss 0.900, reduced gain 0.100, sum 1.000
  f0=0.5: extra loss 0.500, reduced gain 0.500, sum 1.000
  f0=0.9: extra loss 0.100, reduced gain 0.900, sum 1.000
anisotropic start: f from 0.038 to 0.962
blocked/unblocked gross outflow at start = 0.4542
l=1 moment ratio after tau_tr, blocked equation = 0.367879
exp(-1) = 0.367879
conductivity, blocked integral, kT: 43.6655 a.u.
conductivity, closed-form rate, kT: 43.6655 a.u.
conductivity, closed-form rate, kT/2: 43.5295 a.u.
conductivity, zero-temperature limit: 43.4841 a.u.
resistivity at kT = 0.02290 a.u. = 0.4979 micro-ohm cm
mistaken conductivity, kT: 428.70 a.u.
mistaken conductivity, kT/2: 850.07 a.u.
mistaken/correct: 9.82 at kT, 19.53 at kT/2
ring: hopping phase = 0.5236 rad, hopping*time = 0.50
ring probabilities: 1->2 0.1040, 2->1 0.3105
relative asymmetry: 0.4983; at hopping*time 0.01: 0.01000
ring occupations, initial: 0.9000, 0.5000, 0.2000
ring occupations, exact Fock space: 0.7030, 0.4484, 0.4485
ring occupations, linear law: 0.7030, 0.4484, 0.4485
ring occupations, blocked law: 0.6473, 0.5207, 0.4320
skew term blocked/linear at f0=0.3: 0.400
thermal average of 1-2f0 = 0.000
boson bath: n = 0.1565, f_low = 0.7311, f_up = 0.2689
upper-level decay with blocking = 0.4255 Gamma
upper-level decay without blocking = 1.1565 Gamma
df_up/dt at equilibrium without blocking = -0.1966 Gamma
tests ok
```
